# Finding a Ferroelectric Superlattice Period from Adjacent X-ray Peaks

**The question**

A ferroelectric superlattice is grown by repeating one bilayer, a layer of material A followed by a layer of material B. X-rays of wavelength $\lambda=0.154$ nm are reflected from it in the symmetric geometry: the incoming and outgoing beams make the same angle $\theta$ with the layers, so that the detector stands at $2\theta$ from the incoming beam. Two superlattice peaks of consecutive order differ by $0.010$ in $\sin\theta$.

Take the scattering to be elastic and single, and the bilayers to be identical. Neglect refraction until part (f).

**(a) Show where the superlattice peaks lie, whatever the bilayer contains.**

*Answer.* Let $z$ be the direction normal to the layers and $k=2\pi/\lambda$. The incoming and outgoing wavevectors have the same component $k\cos\theta$ along the layers. Their normal components are $-k\sin\theta$ and $+k\sin\theta$. The wavevector transfer is therefore purely normal:

$$
q=k\sin\theta-(-k\sin\theta)=2k\sin\theta=\frac{4\pi\sin\theta}{\lambda}.
$$

Matter at height $z$ scatters with a phase factor $e^{iqz}$. Let $F(q)$ be the amplitude from one bilayer, measured from its own lower face, and let $L$ be the bilayer thickness. The same matter in bilayer number $n$ is higher by $nL$, which multiplies its amplitude by $e^{iqnL}$. For $N$ bilayers,

$$
A(q)=F(q)\sum_{n=0}^{N-1}e^{inqL}.
$$

This is a geometric series. With $\phi=qL$,

$$
\sum_{n=0}^{N-1}e^{in\phi}=\frac{e^{iN\phi}-1}{e^{i\phi}-1}
=e^{i(N-1)\phi/2}\,\frac{\sin(N\phi/2)}{\sin(\phi/2)}.
$$

The last form follows by taking $e^{iN\phi/2}$ out of the numerator and $e^{i\phi/2}$ out of the denominator; what remains in each is $2i$ times a sine. The leading phase factor has modulus one, so the intensity is

$$
I(q)=|F(q)|^2\,\frac{\sin^2(NqL/2)}{\sin^2(qL/2)}.
$$

The second factor reaches its largest value, $N^2$, when all the terms of the series are equal, that is when $qL=2\pi m$ with $m$ an integer. Inserting $q$ gives

$$
\frac{4\pi L\sin\theta_m}{\lambda}=2\pi m
\quad\Longrightarrow\quad
2L\sin\theta_m=m\lambda .
$$

The contents of the bilayer enter through $F$. They set the strength of each order, but not the positions at which the repeats add in phase.

For finite $N$ the maximum of the product $I$ is slightly displaced if $|F|^2$ is sloping. Put $x=qL/2-m\pi$. For small $Nx$ the repeat factor is $N^2[1-(N^2-1)x^2/3]$. Setting the derivative of $\ln I$ to zero gives, to leading order,

$$
x\simeq\frac{3}{2(N^2-1)}\,\frac{d\ln|F|^2}{dx}.
$$

The displacement is towards larger $|F|^2$ and falls roughly as $1/N^2$. This estimate requires $F$ not to vanish near the peak.

**(b) Determine the bilayer period, and say what the number means.**

*Answer.* Write the peak condition for orders $m+1$ and $m$ and subtract:

$$
2L(\sin\theta_{m+1}-\sin\theta_m)=(m+1)\lambda-m\lambda=\lambda .
$$

The unknown order has cancelled. Hence

$$
L=\frac{\lambda}{2\,\Delta(\sin\theta)}
=\frac{0.154\ \text{nm}}{2\times0.010}=7.7\ \text{nm}=77\ \text{Å}.
$$

This is the thickness of one A layer plus one B layer. The spacing alone does not tell how the 7.7 nm is divided between them, nor how many bilayers the film contains.

The factor 2 comes from the two equal normal components in $q$. The angle in the formula is $\theta$, half the detector angle. The peaks are equally spaced in $\sin\theta$, not in angle: for a small gap, $\Delta(2\theta)\simeq2\Delta(\sin\theta)/\cos\theta$ in radians.

Two limits follow from the peak condition. Since $\sin\theta$ cannot exceed one, no order with $m\ge1$ exists if $L<\lambda/2$. In the other direction, a longer period brings the peaks closer together, and they merge when their gap becomes comparable with the instrumental width.

**(c) A model film has 20 bilayers. Each bilayer consists of 10 cells of A, 0.410 nm high, and 9 cells of B, 0.400 nm high. Each cell is represented by one scattering plane at its lower face, with relative amplitude 4 in A and 1 in B. Find the order of the strongest peak near $\sin\theta=0.19$, and show that order 17 is nearly missing.**

*Answer.* The layer thicknesses are $t_A=10\times0.410=4.10$ nm and $t_B=9\times0.400=3.60$ nm, so $L=7.70$ nm. A peak at $\sin\theta=0.190$ has order

$$
m=\frac{2L\sin\theta}{\lambda}=\frac{2\times7.70\times0.190}{0.154}=19 .
$$

This equals the number of cells in the bilayer. At this order the phase advances by $2\pi\times19$ over 19 cells, or by $2\pi$ per cell on average. The planes within each layer then add nearly in phase.

To find the strengths, sum each layer by the geometric series of part (a). At order $m$ the phase advance per cell is $2\pi mc/L$, where $c$ is the cell height. Apart from a phase factor, the sums are

$$
S_A=\frac{\sin(\pi m t_A/L)}{\sin(\pi m c_A/L)},\qquad
S_B=\frac{\sin(\pi m t_B/L)}{\sin(\pi m c_B/L)} .
$$

Each phase factor refers to the midpoint of the planes in its layer. These midpoints lie at $9c_A/2=1.845$ nm and $t_A+8c_B/2=5.700$ nm, a separation $D=3.855$ nm. Up to a common phase,

$$
F_m=4S_A+e^{i2\pi mD/L}S_B .
$$

Since $D$ is very close to $L/2$, the exponential is close to $(-1)^m$.

For $m=17$, $mt_A/L=9.052$ and $mt_B/L=7.948$. Both are close to integers, so both numerators are small: each layer spans nearly a whole number of turns of phase, and its planes nearly cancel among themselves. The sums are $S_A=-0.554$ and $S_B=-0.453$. With the exponential near $-1$,

$$
|F_{17}|\simeq|4(-0.554)+0.453|=1.76,\qquad |F_{17}|^2\simeq3.1 .
$$

For $m=19$ the denominators are small as well, because the phase advance per cell is nearly $2\pi$. The sums are $S_A=-9.78$ and $S_B=8.80$, so

$$
|F_{19}|\simeq|4(-9.78)-8.80|=47.9,\qquad |F_{19}|^2\simeq2.3\times10^3 .
$$

The ratio is about $0.0014$. Adding the waves from all the planes directly gives the same relative intensity, 0.0014.

A sufficient condition for suppression is now visible. If $mt_A/L$ is an integer, then $mt_B/L=m-mt_A/L$ is one too, and both layer sums vanish unless a denominator also vanishes. That exception describes planes adding in phase and must be treated separately. An order can also be weak without this condition, when the waves from the two layers cancel each other.

**(d) The intensity of the model film is averaged over an instrumental width of 0.000505 in $\sin\theta$. Peaks rising by less than about one per cent of the strongest are lost in the background. Between 0.155 and 0.215, peaks are seen at 0.16000, 0.18001, 0.19000 and 0.19999. What period would be inferred from the first pair, and how is the error exposed?**

*Answer.* The first gap is $0.18001-0.16000=0.02001$. Treating it as a gap between consecutive orders gives

$$
L_{\text{false}}=\frac{0.154\ \text{nm}}{2\times0.02001}=3.85\ \text{nm},
$$

half the constructed period. The two peaks are neighbours on the recorded curve, but their orders are 16 and 18. Order 17 is the nearly missing one found in part (c).

The other gaps expose the error, since they are close to 0.010. All four positions fit one ladder of that spacing, with orders 16, 18, 19 and 20. The gap between the two strongest peaks, orders 18 and 19, is 0.009995 and gives 7.704 nm, against the constructed 7.700 nm. The peaks are read on a grid of step $5\times10^{-6}$ in $\sin\theta$, as large as the displacements themselves, so the last digit of such a period is uncertain: located without a grid, the same peaks give 7.705 nm. The small displacements of orders 18 and 20 are towards the strong order 19, the direction expected from part (a) when $|F|^2$ rises towards that order.

More generally, if two observed peaks differ by $p$ orders, subtraction gives

$$
L=\frac{p\lambda}{2\,\Delta(\sin\theta)},\qquad p\ge1 .
$$

Apart from measurement error and the small peak displacements of part (a), the formula with $p=1$ therefore gives a lower bound on the period. With the same two reservations, it gives the period itself when no order has been skipped. The original question states that the orders are consecutive, and this condition is essential to its answer.

Two further model films, with the same amplitudes and number of bilayers, test the roles of division and period. A bilayer of 5 cells of 0.420 nm and 14 cells of 0.400 nm again has $L=7.700$ nm; the gap between its two strongest peaks gives 7.696 nm on the same grid (7.698 nm without the grid). A bilayer of 5 cells of 0.410 nm and 6 cells of 0.400 nm has $L=4.450$ nm, and its gap gives 4.452 nm. The spacing follows the total bilayer thickness in these cases, while the division of that thickness is left undetermined.

**(e) Without the instrumental averaging, fine fringes appear between the superlattice peaks. Find the spacing of their minima and the length it measures.**

*Answer.* Between superlattice peaks $\sin(qL/2)$ is not zero, so the repeat factor vanishes when $\sin(NqL/2)=0$. This requires $NqL/2=j\pi$ with $j$ an integer that is not a multiple of $N$. Substituting $q=4\pi\sin\theta/\lambda$,

$$
\sin\theta=\frac{j\lambda}{2NL},\qquad
\delta(\sin\theta)=\frac{\lambda}{2NL}.
$$

The film thickness is $NL=20\times7.70=154$ nm, so

$$
\delta(\sin\theta)=\frac{0.154}{2\times154}=0.00050 .
$$

The minima read from the calculated intensity between orders 19 and 20 have this spacing; where $|F|$ itself nearly vanishes, as between orders 16 and 17, an additional minimum appears. The fringe spacing is one twentieth of the superlattice gap. Using it in the formula of part (b) would return the thickness of the whole film, 154 nm, instead of the bilayer period. The averaging width in part (d) nearly equals the fringe spacing, which is why the fringes are smoothed out there.

For $N=1$ the repeat factor is one, and there are no peaks due to repetition. For large $N$ the superlattice peaks become narrow, since the nearest zeros on either side lie only $\lambda/(2NL)$ away.

**(f) Estimate how refraction changes the inferred period. Take orders 19 and 20 and a rough density of 1700 electrons per nm³.**

*Answer.* At x-ray frequencies well away from absorption edges, treat the electrons as free. In a field $E$ oscillating at angular frequency $\omega$, an electron obeys $m_e\ddot{x}=-eE$, so $x=eE/(m_e\omega^2)$. With $n_e$ electrons per volume the polarization is $P=-n_eex$, and

$$
n^2=1+\frac{P}{\varepsilon_0E}=1-\frac{n_ee^2}{\varepsilon_0m_e\omega^2}.
$$

Write $n=1-\delta$ with $\delta\ll1$, so that $n^2\simeq1-2\delta$. Using $\omega=2\pi c/\lambda$ and the classical electron radius $r_e=e^2/(4\pi\varepsilon_0m_ec^2)$,

$$
\delta=\frac{n_ee^2}{2\varepsilon_0m_e\omega^2}
=\frac{r_en_e\lambda^2}{2\pi}\simeq1.81\times10^{-5}.
$$

Inside the film the wavelength is $\lambda/n$, and the peak condition becomes $2Ln\sin\theta_{\text{in}}=m\lambda$. Let $s_m=m\lambda/(2L)$, so $n\sin\theta_{\text{in}}=s_m$. With angles measured from the surface, Snell's law is $\cos\theta_{\text{out}}=n\cos\theta_{\text{in}}$. Therefore

$$
s_m^2=n^2-n^2\cos^2\theta_{\text{in}}
=n^2-\cos^2\theta_{\text{out}}
\simeq\sin^2\theta_{\text{out}}-2\delta .
$$

For $2\delta\ll s_m^2$, the square root gives $\sin\theta_{\text{out}}\simeq s_m+\delta/s_m$. The lower order is moved up more than the higher one, so the gap shrinks:

$$
\text{change of gap}\simeq\delta\left(\frac1{s_{20}}-\frac1{s_{19}}\right)
=-\frac{\delta\,(s_{20}-s_{19})}{s_{19}s_{20}}
=-\frac{1.81\times10^{-5}\times0.010}{0.190\times0.200}
\simeq-4.8\times10^{-6}.
$$

A direct calculation from the internal peak condition and Snell's law agrees with this formula within one per cent. In this estimate the inferred period is too long by about 0.004 nm, or 0.05 per cent of 7.7 nm. The estimate uses one mean refractive index for the whole film and single scattering. Since the gap change is a small difference between two much larger shifts, multiple scattering at a strongly reflecting order can alter it by ten per cent or more, and only one significant figure should be trusted. The expansion fails at small angles, where $s_m^2$ is no longer large compared with $2\delta$.

**(g) How accurately do the given data determine the period? Compare the result with the cell height of titanate perovskites.**

*Answer.* If 0.010 is a rounded value, the gap lies between 0.0095 and 0.0105. The corresponding periods are

$$
\frac{0.154}{2\times0.0105}=7.33\ \text{nm}
\quad\text{and}\quad
\frac{0.154}{2\times0.0095}=8.11\ \text{nm}.
$$

The reading error is thus up to about 0.4 nm, some 5 per cent of the period, and is far larger than the refraction error. At a fixed measured gap, a rough wavelength uncertainty of 0.25 per cent changes $L$ by $0.0025\times7.7\simeq0.02$ nm. This assumes that both peaks are assigned the same wavelength. If they belonged to components differing by 0.25 per cent, a peak near $\sin\theta=0.2$ would be displaced by about 0.0005, and the error could again reach 5 per cent.

The model cells, about 0.4 nm high, are in the rough range of titanate perovskites. A period of 7.7 nm then corresponds to 19 cells of mean height 0.405 nm. The amplitudes 4 and 1 are round model values, and one plane per cell replaces the several atomic planes of a real perovskite. The calculated peak strengths should therefore not be read as predictions for a particular film.

Real growth breaks the assumption of identical bilayers. One extra 0.4 nm cell in a single bilayer out of 20 changes the mean period by 0.02 nm; one extra cell in every bilayer changes it by 0.4 nm, as much as the reading error. In the first case the period inferred from the peak gap need not change by the same amount as the mean, because the effect on the peaks depends on where in the film the extra cell lies. Heating by 100 K, with a rough expansion coefficient of $10^{-5}$ per K, adds about 0.008 nm. That estimate omits the change of spontaneous strain. In a layer polarized along the normal, heating lowers the polarization and shortens the cell. For a strongly polar layer such as lead titanate this amounts to a few tenths of a per cent per 100 K even far below the transition, and it can reverse the sign of the change in period. Near a transition it is larger still: a one per cent change in mean cell height would alter the period by 0.08 nm.

The polarization can also change the repeat itself. If it alternated from one bilayer to the next, the full structural period would be $2L$, and additional peaks could appear halfway between those considered here. The value 7.7 nm is the bilayer period provided that the two measured peaks are consecutive orders of the bilayer repeat. The numerical output below lists the peak positions, strengths and error estimates.

## Computed values

```
Wavelength: 0.154 nm
Given difference in sin(theta): 0.010 (dimensionless)
Bilayer period: 7.70 nm = 77.0 angstrom
Model bilayer: 10 cells of 0.410 nm + 9 cells of 0.400 nm
Relative scattering amplitudes A, B: 4, 1
Number of bilayers: 20
Constructed model period: 7.700 nm
Resolution width in sin(theta): 0.000505
Measured adjacent peak gap: 0.009995 (dimensionless)
Period from measured model peaks: 7.704 nm
Order 16: sin(theta) 0.160, 2theta 18.41 deg, relative intensity 0.0210
Order 17: sin(theta) 0.170, 2theta 19.58 deg, relative intensity 0.0014
Order 18: sin(theta) 0.180, 2theta 20.74 deg, relative intensity 0.2703
Order 19: sin(theta) 0.190, 2theta 21.91 deg, relative intensity 1.0000
Order 20: sin(theta) 0.200, 2theta 23.07 deg, relative intensity 0.0467
Order 21: sin(theta) 0.210, 2theta 24.24 deg, relative intensity 0.0072
Visible peak sines: 0.16000, 0.18001, 0.19000, 0.19999
Gap across nearly missing order: 0.02001 (dimensionless)
False period from that gap: 3.849 nm
Second stack: 5 cells of 0.420 nm + 14 cells of 0.400 nm
Second stack true, measured period: 7.700, 7.696 nm
Third stack: 5 cells of 0.410 nm + 6 cells of 0.400 nm
Third stack true, measured period: 4.450, 4.452 nm
Whole-film thickness: 154.0 nm
Whole-film fringe gap: 0.000500 (dimensionless)
Period range for gaps 0.0105 to 0.0095: 7.33 to 8.11 nm
Largest reading error: 0.41 nm
Rough electron density: 1700 per nm^3
Refraction decrement delta: 1.81e-05 (dimensionless)
Gap change from refraction, orders 19-20: -4.75e-06
Period error from refraction: 0.0037 nm
Rough relative wavelength spread: 0.25 percent
Period error from wavelength spread: 0.0192 nm
Rough thermal expansion: 1.0e-05 per K
Temperature change considered: 100 K
Period change from heating: 0.0077 nm
```
